\section*{CO force constants of a nickel tricarbonyl phosphine from two bands}

\section{Problem}

A complex Ni(CO)$_3$L, in which L is a phosphine, shows two infrared bands in the region of CO stretching: a weak one at $2069\ \mathrm{cm^{-1}}$ and a strong one at $1990\ \mathrm{cm^{-1}}$. The three CO groups are equivalent, the Ni(CO)$_3$ unit has a threefold axis through L, and the angles at nickel are close to tetrahedral. Assign the bands. Then find the stretching constant $k$ of a CO bond and the constant $k_i$ of the interaction between two CO bonds.

Let $r_1,r_2,r_3$ be the extensions of the CO bonds from equilibrium. The potential is
\begin{equation}
V=\frac{k}{2}\sum_{i=1}^{3} r_i^2+k_i\,(r_1r_2+r_1r_3+r_2r_3),
\label{eq:V}
\end{equation}
with each pair counted once. The CO stretches are treated as harmonic and as decoupled from all other motions. This is the energy-factored, or Cotton--Kraihanzel, force field. Its constants are effective ones, and two later sections find how far they move when anharmonicity or coupling to the Ni--C stretches is included. Force constants are given in N/m and band positions in $\mathrm{cm^{-1}}$. The masses are those of $^{12}$C and $^{16}$O.

\section{A tempting solution}

Three equal oscillators that influence each other can be pictured as three masses joined by weak coupling springs of constant $\kappa>0$:
\begin{equation}
V=\frac{k_0}{2}\sum_i r_i^2+\frac{\kappa}{2}\sum_{i<j}(r_i-r_j)^2 .
\label{eq:spring}
\end{equation}
When the three bonds stretch in phase, the coupling springs keep their length and the effective constant is $k_0$. In any other motion the coupling springs are strained, which costs energy and raises the frequency. The in-phase mode, of symmetry A$_1$, therefore lies lowest, at $1990\ \mathrm{cm^{-1}}$, and the degenerate pair E lies at $2069\ \mathrm{cm^{-1}}$.

The constants follow quickly. Each $r_i$ occurs in two pairs, so expanding the squares gives
\begin{equation}
V=\frac{k_0+2\kappa}{2}\sum_i r_i^2-\kappa\sum_{i<j}r_ir_j ,
\end{equation}
which is Eq.~(\ref{eq:V}) with $k=k_0+2\kappa$ and $k_i=-\kappa$. For a motion with $r_1+r_2+r_3=0$, the identity $\sum_{i<j}(r_i-r_j)^2=3\sum_i r_i^2-(\sum_i r_i)^2$ gives the effective constant $k_0+3\kappa$. The two bands correspond to effective constants of 1599.71 and 1729.24 N/m (the conversion is worked out below). Hence
\begin{align}
k_0&=1599.71\ \mathrm{N/m},\\
\kappa&=\frac{1729.24-1599.71}{3}=43.18\ \mathrm{N/m},\\
k&=k_0+2\kappa=1686.06\ \mathrm{N/m},\qquad k_i=-43.18\ \mathrm{N/m}.
\end{align}
Both bands are reproduced, and the constants have a sensible size.

\section{Where it fails}

The algebra is correct. The fault is the choice of Eq.~(\ref{eq:spring}) with $\kappa>0$, which fixes the sign of $k_i$ before the data have been consulted. A coupling spring resists a difference between two extensions. Nothing in the problem says that CO bonds on a common metal atom act on each other in this way. The general potential (\ref{eq:V}) allows either sign, and the sign decides which mode lies higher. The argument thus assumed what it was meant to find.

The perfect fit gives no warning. Two bands determine two constants, so each of the two assignments reproduces the spectrum without residual. A further observation must decide between them, and the problem supplies one that was not used: the intensities.

\section{The modes and their effective constants}

Let $\mathbf e_i$ be the unit vector from C to O in group $i$, and let $\mathbf u$ denote the displacement of an atom. For small displacements $r_i=\mathbf e_i\cdot(\mathbf u_{\mathrm O,i}-\mathbf u_{\mathrm C,i})$. Write $f_i=\partial V/\partial r_i$. Since $V$ depends on the CO extensions alone, Newton's equations along the bond are
\begin{equation}
m_{\mathrm O}\,\mathbf e_i\cdot\ddot{\mathbf u}_{\mathrm O,i}=-f_i,\qquad
m_{\mathrm C}\,\mathbf e_i\cdot\ddot{\mathbf u}_{\mathrm C,i}=+f_i .
\end{equation}
Dividing by the masses and subtracting gives
\begin{equation}
\ddot r_i=-\left(\frac1{m_{\mathrm O}}+\frac1{m_{\mathrm C}}\right)f_i=-\frac{f_i}{\mu},
\qquad \mu=\frac{m_{\mathrm C}m_{\mathrm O}}{m_{\mathrm C}+m_{\mathrm O}} .
\label{eq:newton}
\end{equation}
Different CO bonds share no atom, so there is no kinetic coupling between them. With $S=r_1+r_2+r_3$, the derivative of Eq.~(\ref{eq:V}) is
\begin{equation}
f_i=k\,r_i+k_i\,(S-r_i)=(k-k_i)\,r_i+k_iS .
\label{eq:f}
\end{equation}
Adding the three equations of motion, and subtracting two of them, separates the modes:
\begin{align}
\mu\ddot S&=-\left[(k-k_i)+3k_i\right]S=-(k+2k_i)\,S,\\
\mu(\ddot r_1-\ddot r_2)&=-(k-k_i)(r_1-r_2).
\end{align}
The sum $S$ is unchanged by every rotation and reflection of the Ni(CO)$_3$ unit, so its mode is A$_1$. The motions with $S=0$ form a plane. A rotation by $120^\circ$ turns this plane in itself and leaves no direction in it fixed, so its two modes belong together as E. The effective constants are
\begin{equation}
K_{\mathrm A}=k+2k_i,\qquad K_{\mathrm E}=k-k_i .
\label{eq:K}
\end{equation}
Their difference is $3k_i$: A$_1$ lies above E for $k_i>0$ and below it for $k_i<0$. For $k_i=0$ the bands coincide. The equilibrium is stable if both constants are positive, that is, for $-k/2<k_i<k$.

\section{The assignment from intensities}

Take the threefold axis as $z$, and let every CO bond make the angle $\beta$ with it. The bond directions are
\begin{equation}
\mathbf e_i=(\sin\beta\cos\varphi_i,\ \sin\beta\sin\varphi_i,\ \cos\beta),\qquad \varphi_i=0^\circ,\,120^\circ,\,240^\circ .
\end{equation}
Assume that stretching a bond changes the dipole moment along that bond, with the same derivative $p$ for all three: $\delta\mathbf d=p\sum_i r_i\mathbf e_i$. In the harmonic approximation the integrated absorption of a fundamental is proportional to the squared derivative of the dipole moment with respect to the normal coordinate. All three modes have the same reduced mass, so normalized patterns $(r_1,r_2,r_3)$ can be compared directly.

For A$_1$ the pattern is $(1,1,1)/\sqrt3$. The transverse components cancel and
\begin{equation}
\delta d_z=\frac{3p\cos\beta}{\sqrt3}=\sqrt3\,p\cos\beta,\qquad I_{\mathrm A}\propto3p^2\cos^2\beta .
\end{equation}
For E take the patterns $(2,-1,-1)/\sqrt6$ and $(0,1,-1)/\sqrt2$. Their $z$ components vanish because $S=0$. The transverse ones are
\begin{align}
\delta d_x&=\frac{p\sin\beta}{\sqrt6}\left(2+\tfrac12+\tfrac12\right)=\sqrt{\tfrac32}\,p\sin\beta,\\
\delta d_y&=\frac{p\sin\beta}{\sqrt2}\left(\tfrac{\sqrt3}2+\tfrac{\sqrt3}2\right)=\sqrt{\tfrac32}\,p\sin\beta .
\end{align}
The two squares add to $I_{\mathrm E}\propto3p^2\sin^2\beta$, so
\begin{equation}
\frac{I_{\mathrm E}}{I_{\mathrm A}}=\tan^2\beta .
\end{equation}
A tetrahedral angle L--Ni--C of $109.47^\circ$ means $\beta=70.53^\circ$, $\cos\beta=1/3$ and a ratio of 8. The strong band at $1990\ \mathrm{cm^{-1}}$ is E, and the weak band at $2069\ \mathrm{cm^{-1}}$ is A$_1$. This is the reverse of the tempting assignment.

Two things could upset this conclusion. The first is geometry: the ratio falls to 1 at $\beta=45^\circ$, far from the tetrahedral value. The second is a dipole change that does not point along the stretched bond. Suppose each stretch also shifts charge along the axis, towards or away from L, and adds $p'r_i$ to $d_z$. This contributes $p'S$, which vanishes for E but changes the A$_1$ intensity to $3(p\cos\beta+p')^2$. At the tetrahedral angle A$_1$ becomes the stronger band if $|1/3+p'/p|>\sqrt{8}/3=0.94$, that is, for $p'/p>0.61$ or $p'/p<-1.28$. The axial term would have to be comparable with the bond term itself. The ratio 8 should thus not be expected to hold closely in a measured spectrum, but the order of the intensities is a robust guide within this model.

\section{The force constants}

A band at wavenumber $\nu$ has angular frequency $2\pi c\nu$, so its effective constant is
\begin{equation}
K=\mu(2\pi c\nu)^2 .
\end{equation}
With $\mu=12.0000\times15.9949/27.9949=6.8562$ u, this is $K=F\nu^2$, where $F=4.03956\times10^{-4}$ N/m per $(\mathrm{cm^{-1}})^2$. Hence
\begin{align}
K_{\mathrm A}&=F\times2069^2=F\times4\,280\,761=1729.24\ \mathrm{N/m},\\
K_{\mathrm E}&=F\times1990^2=F\times3\,960\,100=1599.71\ \mathrm{N/m}.
\end{align}
Subtracting the two relations (\ref{eq:K}) removes $k$. Adding the first to twice the second removes $k_i$:
\begin{align}
k_i&=\frac{K_{\mathrm A}-K_{\mathrm E}}3=\frac{129.53}{3}=43.18\ \mathrm{N/m},\\
k&=\frac{K_{\mathrm A}+2K_{\mathrm E}}3=\frac{1729.24+3199.42}{3}=1642.9\ \mathrm{N/m}.
\end{align}
The result is $k\approx1643$ N/m and $k_i\approx+43$ N/m, or 1.055 and 0.028 hartree/bohr$^2$.

As a test, the normal modes of an Ni(CO)$_3$ fragment were computed in Cartesian coordinates from these two constants, with no other forces. The calculation returned 1990.000 (twice) and 2069.000 $\mathrm{cm^{-1}}$, with equal stretches in the upper mode, and an intensity ratio of 8.000 for equal bond dipole derivatives. The main computed values are collected in the numerical output.

\subsection*{Reading errors}

Since $\delta K=2F\nu\,\delta\nu$, an error of $1\ \mathrm{cm^{-1}}$ changes $K_{\mathrm A}$ by 1.67 N/m and $K_{\mathrm E}$ by 1.61 N/m. The constant $k$ suffers most when both errors have the same sign: $(1.67+2\times1.61)/3=1.63$ N/m, or 0.1\% of $k$. The constant $k_i$ suffers most when they have opposite signs: $(1.67+1.61)/3=1.09$ N/m, or 2.5\% of $k_i$. Decimals of $k_i$ therefore carry no meaning unless the bands are known to well below $1\ \mathrm{cm^{-1}}$. They are kept here for comparing models fitted to the same two bands.

\subsection*{What the sign means}

Hold bond 1 stretched by $r_1$ and let the other two relax to a common extension $r$. Setting $f_2=0$ gives
\begin{equation}
k\,r+k_i(r_1+r)=0,\qquad r=-\frac{k_i}{k+k_i}\,r_1=-0.026\,r_1 .
\end{equation}
Stretching one CO bond shortens the others slightly. The coupling springs of the tempting solution would lengthen them. The positive sign fits the usual picture of back-donation: a stretched CO accepts more electron density from the metal, less is left for the other two, and their bonds tighten. The two bands are consistent with this picture but do not prove it, since the fit says nothing about the origin of $k_i$.

\section{A second check: one $^{13}$CO group}

Isotopic substitution leaves $V$ unchanged and offers a test of the assignment that does not use intensities. Let bond 1 contain $^{13}$C, with reduced mass $\mu'=7.1724$ u. The difference $r_2-r_3$ still obeys the equation found above, with constant $k-k_i$, so one band stays at $\nu_{\mathrm E}$. The remaining coordinates are $r_1$ and $s=(r_2+r_3)/\sqrt2$. From Eq.~(\ref{eq:f}),
\begin{equation}
f_1=k\,r_1+\sqrt2\,k_i\,s,\qquad
\frac{f_2+f_3}{\sqrt2}=(k+k_i)\,s+\sqrt2\,k_i\,r_1 .
\end{equation}
The equations of motion are $\mu'\ddot r_1=-f_1$ and $\mu\ddot s=-(f_2+f_3)/\sqrt2$. Put $r_1=x/\sqrt{\mu'}$ and $s=y/\sqrt{\mu}$ to make the matrix symmetric, and multiply by $\mu$. With $\rho^2=\mu/\mu'=0.9559$, the effective constants $K=F\nu^2$ are the eigenvalues of
\begin{equation}
\begin{pmatrix}k+k_i&\sqrt2\,\rho\,k_i\\ \sqrt2\,\rho\,k_i&\rho^2k\end{pmatrix}
=\begin{pmatrix}1686.1&59.7\\59.7&1570.5\end{pmatrix}\mathrm{N/m}.
\end{equation}
They are
\begin{equation}
K_\pm=1628.3\pm\sqrt{57.8^2+59.7^2}=1628.3\pm83.1\ \mathrm{N/m},
\end{equation}
which gives bands at 2058.3 and $1955.8\ \mathrm{cm^{-1}}$, besides the unmoved one at $1990.0\ \mathrm{cm^{-1}}$. The off-diagonal element is as large as half the difference of the diagonal ones. The lowest band is therefore not a pure $^{13}$CO stretch, and scaling a single frequency by $\rho$ would misplace it.

The tempting constants, put into the same formulas, predict 1968.7, 2044.8 and $2069.0\ \mathrm{cm^{-1}}$. The two assignments now disagree by more than $10\ \mathrm{cm^{-1}}$ in every band, and they differ in which original band persists. A spectrum of the labelled complex would decide between them.

\section{Anharmonicity}

The observed bands are fundamentals, not harmonic wavenumbers. A Morse bond has levels $\omega(v+\frac12)-w_x(v+\frac12)^2$, so its fundamental is
\begin{equation}
\nu=\omega-w_x\left(\tfrac94-\tfrac14\right)=\omega-2w_x .
\end{equation}
For a CO bond $w_x$ is roughly $13\ \mathrm{cm^{-1}}$. If the coupling is weak, each of the three one-quantum states contains one excited bond, and to leading order both bands are lowered by the same $26\ \mathrm{cm^{-1}}$. Harmonic wavenumbers of 2095 and $2016\ \mathrm{cm^{-1}}$ then give $k=1685.5$ and $k_i=43.7$ N/m.

This rule was tested by diagonalizing the quantum Hamiltonian of three Morse bonds coupled by $k_i$, with the anharmonicity held fixed and the two constants adjusted until the fundamentals fell at 2069 and $1990\ \mathrm{cm^{-1}}$. The refit gives $k=1683.2$ and $k_i=43.5$ N/m, so the rule is good to about 2 N/m in $k$ here.

In this model anharmonicity thus raises $k$ by 40 N/m, nearly as much as $k_i$ itself, but changes $k_i$ by only 0.3 N/m. The reason is visible in
\begin{equation}
k_i=\frac F3(\nu_{\mathrm A}-\nu_{\mathrm E})(\nu_{\mathrm A}+\nu_{\mathrm E}).
\end{equation}
A common shift leaves the first bracket alone and raises the second from 4059 to $4111\ \mathrm{cm^{-1}}$, by 1.3\%, which would add 0.55 N/m to $k_i$. In the coupled Morse model the shift is not quite common: A$_1$ is lowered by about $0.4\ \mathrm{cm^{-1}}$ less than E. This narrows the first bracket slightly and leaves the 0.3 N/m of the refit. The size and even the sign of this difference depend on the form assumed for the coupling. If the bonds are coupled through the Morse coordinates $y_i=(1-e^{-ar_i})/a$, with $a$ the Morse range parameter, the quadratic constant is the same, but A$_1$ is lowered by about $1.5\ \mathrm{cm^{-1}}$ more than E and the refit gives $k=1684.5$ and $k_i=44.6$ N/m. In these models the anharmonic change of $k_i$ is thus of the order of 1 N/m, and its decimals are not fixed.

\section{Coupling to the Ni--C stretches}

A CO bond and the Ni--C bond of the same arm share the carbon atom. Let $t$ be the extension of the Ni--C bond, $k_t$ its force constant and $h$ the interaction constant in a term $h\,rt$. For one linear arm the bond forces are $f_r=kr+ht$ and $f_t=k_tt+hr$, and the carbon atom feels $f_r-f_t$ along the arm. Then
\begin{equation}
\ddot r=-\frac{f_r}{\mu}+\frac{f_t}{m_{\mathrm C}}
=-\left(\frac k\mu-\frac h{m_{\mathrm C}}\right)r-\left(\frac h\mu-\frac{k_t}{m_{\mathrm C}}\right)t ,
\end{equation}
and, with nickel held at rest for this estimate,
\begin{equation}
\ddot t=\frac{f_r-f_t}{m_{\mathrm C}}=\frac{k-h}{m_{\mathrm C}}\,r-\frac{k_t-h}{m_{\mathrm C}}\,t .
\end{equation}
For $h=0$ the product of the two off-diagonal elements is $k_tk/m_{\mathrm C}^2>0$. The two squared frequencies repel, the CO band is pushed up, and a smaller $k$ suffices to reproduce it. A moderate positive $h$ lowers the diagonal element by $h/m_{\mathrm C}$ and weakens the repulsion, so $k$ must rise again.

Refits in the Cartesian Ni(CO)$_3$ fragment, with nickel free to move, bear this out. With the rough value $k_t=200$ N/m and $h=0$, they give $k=1574.6$ and $k_i=43.6$ N/m. With $h=50$ N/m, also a rough value, they give $k=1633.8$ and $k_i=43.3$ N/m. The constant $k$ thus falls below the decoupled value by 68 or by 9 N/m, depending on $h$, while $k_i$ moves by less than 0.5 N/m. For a somewhat larger $h$ the shift of $k$ changes sign: $h=75$ N/m gives $k=1663$ N/m, above the decoupled value. The lowest $^{13}$CO band moves from 1955.8 to 1953.4 or $1954.5\ \mathrm{cm^{-1}}$, far less than the $13\ \mathrm{cm^{-1}}$ that separates the two assignments there. The fragment omits L and all bending forces, so these refits size the effect and are not a complete force field.

The steadiness of $k_i$ also rests on omissions. Each CO bond was allowed to interact only with the Ni--C bond of its own arm, and the Ni--C bonds had no interaction constant among themselves. Add a term $h'r_it_j$ for every pair of different arms. The A$_1$ motion then sees the interaction constant $h+2h'$ and the E motion $h-h'$. The refits above show that $k$ rises by about 1.2 N/m for each N/m of $h$. The difference $K_{\mathrm A}-K_{\mathrm E}$ therefore rises by about $1.2\times3h'$, and $k_i$ by about $1.2\,h'$, while $k$ hardly changes. An $h'$ of only 10 N/m would move $k_i$ by about 12 N/m. A term $g\,t_it_j$ for each pair of Ni--C bonds acts in the same manner: A$_1$ sees $k_t+2g$ and E sees $k_t-g$. Since $k$ falls by about $68/200=0.34$ N/m for each N/m of $k_t$, $k_i$ changes by about $-0.34\,g$, or by $-7$ N/m for $g=20$ N/m.

\section{What the constants can be used for}

Including anharmonicity raises $k$ by about 40 N/m. Including the coupling to the Ni--C stretches lowers it by 68 or by 9 N/m for the two values of $h$ tried. The two shifts were found separately, and their sum is not a corrected constant. The value 1643 N/m is therefore suited to comparing similar complexes treated in the same way, as long as the neglected terms can be taken as nearly equal among them; it is not the curvature of the true potential. The value $+43$ N/m moved by less than 1.5 N/m in the refits for anharmonicity and for $h$, but these contain no interaction between different arms that involves the Ni--C bonds, and terms such as $h'$ and $g$ could shift it by much more. It too is an effective constant. If an unsymmetrical phosphine removes the threefold symmetry, the E band may split, and two constants no longer describe the spectrum.

\section*{Table of computed values}
\begin{verbatim}
Input bands A1, E: 2069.0, 1990.0 cm^-1
Masses 12C, 13C, 16O, 58Ni: 12.0000, 13.0034, 15.9949, 57.9353 u
Reduced mass 12C16O, 13C16O: 6.8562, 7.1724 u
Factor K/nu^2: 4.03956e-04 N/m per (cm^-1)^2
K_A, K_E: 1729.24, 1599.71 N/m
Result k, ki: 1642.88, 43.18 N/m
Result k, ki: 1.0552, 0.0277 hartree/bohr^2
Ratio ki/k: 0.0263 (no unit)
Largest change of k, ki for 1 cm^-1 errors: 1.63, 1.09 N/m
Cartesian check, bands: 1990.000, 1990.000, 2069.000 cm^-1
Quantum harmonic check, bands: 1990.000, 1990.000, 2069.000 cm^-1
Angle of CO bonds to axis: 70.53 degree
Intensity ratio E/A1 (tetrahedral): 8.000 (no unit)
Exchanged assignment k, ki: 1686.06, -43.18 N/m
One 13CO, predicted bands: 1955.8, 1990.0, 2058.3 cm^-1
One 13CO, exchanged assignment: 1968.7, 2044.8, 2069.0 cm^-1
Rough anharmonicity wx: 13.0 cm^-1
Morse range parameter: 2.299 1/angstrom
Shift rule k, ki: 1685.51, 43.73 N/m
Morse refit k, ki: 1683.19, 43.48 N/m
Morse refit minus result, k, ki: 40.31, 0.31 N/m
Rough Ni-C constant, arm interaction: 200.0, 50.0 N/m
Ni-C refit, arm interaction 0: k, ki: 1574.55, 43.59 N/m
Ni-C refit, with arm interaction: k, ki: 1633.77, 43.31 N/m
One 13CO, Ni-C refit, arm interaction 0: 1953.4, 1990.0, 2057.9 cm^-1
One 13CO, Ni-C refit, with arm interaction: 1954.5, 1990.0, 2058.1 cm^-1
\end{verbatim}
